# Tunnel splitting of the Holstein dimer for fast and slow phonons

## Problem

One electron moves between two equal sites, each carrying one local vibration. With $\hbar=1$ and the zero-point energy dropped,

$$H=-t\,(|1\rangle\langle2|+|2\rangle\langle1|)+\omega\sum_{i=1,2}b_i^\dagger b_i+g\omega\sum_{i=1,2}n_i(b_i^\dagger+b_i),$$

where $t>0$ and $n_i=|i\rangle\langle i|$. The polaron energy is $E_p=g^2\omega$. Let $\Delta$ be the lowest level that is odd under exchange of the two sites minus the lowest even one.

(a) Reduce $H$ to two tridiagonal matrices that can be truncated and diagonalized.

(b) Find $\Delta$ to first order in $t$ (the Lang-Firsov result) and the order of its leading relative error.

(c) Find $\Delta$ for slow phonons, for $E_p>t$ and for $E_p<t$.

(d) Take $E_p=0.6$ eV, $t=0.2$ eV, $\omega=0.1$ eV, rough values for an electron small polaron in titanium dioxide. Compare the results with diagonalization, vary $\omega$, and judge what the number means for an amorphous film.

## Solution

### (a) Two tridiagonal matrices

Put $b_1=(b_++b)/\sqrt2$ and $b_2=(b_+-b)/\sqrt2$. Since $n_1+n_2=1$ and $n_1-n_2=\sigma_z$, the coupling becomes

$$\frac{g\omega}{\sqrt2}(b_++b_+^\dagger)+\frac{g\omega}{\sqrt2}\,\sigma_z(b+b^\dagger).$$

The symmetric mode does not see where the electron is. Completing the square,

$$\omega b_+^\dagger b_++\tfrac{g\omega}{\sqrt2}(b_++b_+^\dagger)=\omega\big(b_+^\dagger+\tfrac{g}{\sqrt2}\big)\big(b_++\tfrac{g}{\sqrt2}\big)-\tfrac{g^2\omega}{2},$$

so in its ground state it shifts all levels by $-g^2\omega/2$ and drops out of $\Delta$. There remains

$$H'=-t\sigma_x+\omega b^\dagger b+\frac{g\omega}{\sqrt2}\sigma_z(b+b^\dagger).$$

Exchanging the sites swaps the electron states and reverses $b$. The conserved parity is therefore $P=\sigma_x\Pi$, with $\Pi=(-1)^{b^\dagger b}$. States with $P=p=\pm1$ are

$$|n,p\rangle=\tfrac{1}{\sqrt2}\big(|1\rangle+p(-1)^n|2\rangle\big)|n\rangle .$$

On these, $\sigma_x$ equals $p(-1)^n$, while $\sigma_z$ reverses the relative sign and so gives the electron factor belonging to $n\pm1$. Within a sector,

$$H_p=\omega b^\dagger b+\frac{g\omega}{\sqrt2}(b+b^\dagger)-pt\,\Pi. \tag{1}$$

Its matrix has diagonal elements $\omega n-pt(-1)^n$ and neighbouring elements $g\omega\sqrt{(n+1)/2}$. Then $\Delta=E_0(p=-1)-E_0(p=+1)$.

For $t/\omega=0.5$ and $g^2=2$, diagonalizing the original two-mode $H$ with 22 states per mode reproduces the lowest two levels, with a largest difference of $1.3\times10^{-14}\,\omega$.

### (b) Fast phonons

At $t=0$, equation (1) is a displaced oscillator,

$$H_p=\omega(b^\dagger+\alpha)(b+\alpha)-\alpha^2\omega,\qquad \alpha=g/\sqrt2 .$$

Its eigenstates are $|\tilde n\rangle=D|n\rangle$ with $D=e^{-\alpha(b^\dagger-b)}$, and its excitation energies are $n\omega$. The ground state is the coherent state $|-\alpha\rangle$. Parity turns it into $|\alpha\rangle$, and the overlap of two real coherent states is $\langle\beta|\alpha\rangle=e^{-(\alpha-\beta)^2/2}$. Hence

$$\langle\tilde0|\Pi|\tilde0\rangle=\langle-\alpha|\alpha\rangle=e^{-2\alpha^2}=e^{-g^2}.$$

The first-order energy is $-pt\,e^{-g^2}$, so

$$\boxed{\Delta_{LF}=2t\,e^{-g^2}} \tag{2}$$

In site language, each of the two oscillators is displaced by $g$ when the electron arrives or leaves. Each contributes an overlap $e^{-g^2/2}$, and together they reduce the hopping by $e^{-g^2}$.

For the error, let $M_{mn}=\langle\tilde m|\Pi|\tilde n\rangle$. The perturbation is $-ptM$, so order $k$ carries $p^k$. Even orders shift both sectors equally and cancel in $\Delta$. The third-order energy is

$$E^{(3)}_p=-\frac{pt^3}{\omega^2}\Big[\sum_{m,n\ge1}\frac{M_{0m}M_{mn}M_{n0}}{mn}-M_{00}\sum_{m\ge1}\frac{M_{0m}^2}{m^2}\Big].$$

Subtracting the sectors doubles the bracket. Dividing by (2), with $M_{00}=e^{-g^2}$, gives

$$\frac{\Delta}{\Delta_{LF}}=1+C\frac{t^2}{\omega^2}+O\!\left(\frac{t^4}{\omega^4}\right),\qquad C=e^{g^2}\sum_{m,n\ge1}\frac{M_{0m}M_{mn}M_{n0}}{mn}-\sum_{m\ge1}\frac{M_{0m}^2}{m^2}. \tag{3}$$

At fixed $g$ the Lang-Firsov splitting is thus correct for $t/\omega\to0$, with a relative error that is quadratic in $t/\omega$ wherever $C\ne0$.

For weak coupling, $\Pi D=D^{-1}\Pi$ gives $M=\langle m|\Pi D^2|n\rangle$ with $D^2\approx1-2\alpha(b^\dagger-b)$. Then $M_{01}^2\approx4\alpha^2=2g^2$ and $M_{11}\approx-1$, so $C\approx-2g^2-2g^2=-4g^2$. The sign changes at stronger coupling: the sums give $C=-0.652$, $0.092$ and $0.243$ for $g^2=0.3$, $2$ and $6$.

### (c) Slow phonons

Let $q=(b+b^\dagger)/\sqrt2$, with conjugate momentum $k$. Apart from the zero-point constant,

$$H'=\tfrac{\omega}{2}k^2+\tfrac{\omega}{2}q^2-t\sigma_x+g\omega q\,\sigma_z ,$$

so the oscillator has mass $1/\omega$. If it is slow, the electron follows its lower state, with energy $-\sqrt{t^2+g^2\omega^2q^2}$. Write $q=gx$, $r=t/E_p$ and $s=\sqrt{r^2+x^2}$. The lower surface is

$$V=E_p\left(\tfrac12x^2-s\right),\qquad \frac{dV}{dx}=E_p\,x\left(1-\frac1s\right).$$

**Double well, $E_p>t$.** The minima lie at $s=1$, that is at $x=\pm x_0$ with $x_0=\sqrt{1-r^2}$. There $V_{\min}=-E_p(1+r^2)/2$, while $V(0)=-E_pr$. The barrier is

$$V(0)-V_{\min}=\frac{E_p(1-r)^2}{2}=\frac{(E_p-t)^2}{2E_p}.$$

The curvature at a minimum is $d^2V/dq^2=\omega(1-r^2/s^3)=\omega x_0^2$, so the well frequency is $\Omega=\omega x_0$. Under the barrier the imaginary momentum is

$$\kappa=\sqrt{\frac{2(V-V_{\min})}{\omega}}=g\sqrt{s^2-2s+1}=g(1-s),$$

where $x^2+r^2=s^2$ was used. With $U=\operatorname{arcosh}(1/r)=\operatorname{arsinh}(x_0/r)$, and $a=gx_0$ the position of the right minimum, the action is

$$S=\int_{-a}^{a}\kappa\,dq=2g^2\Big[x_0-\tfrac12(x_0+r^2U)\Big]=g^2F,\qquad F=x_0-r^2U. \tag{4}$$

*Splitting from one well's wave function.* The electron's lower state maps onto itself under $q\to-q$ with the sites swapped, so $P$ is the parity of the oscillator wave function. Let $\psi_e,\psi_o$ be the lowest even and odd functions, both positive at $q>0$. Multiply each Schrödinger equation by the other function, subtract, and integrate over $q>0$:

$$\Delta\int_0^\infty\psi_e\psi_o\,dq=\frac{\omega}{2}\psi_e(0)\psi_o'(0).$$

The integral is close to $1/2$. With $\phi=(\psi_e+\psi_o)/\sqrt2$ localized on the right, $\psi_e(0)=\sqrt2\phi(0)$ and $\psi_o'(0)=\sqrt2\phi'(0)$. Therefore $\Delta=2\omega\phi(0)\phi'(0)$.

*Wave function under the barrier.* Put $\phi=e^{-W_0-W_1}$ in the equation with energy $V_{\min}+\Omega/2$. The leading order gives $W_0'=-\kappa$, for decay to the left. The next order gives $2W_0'W_1'-W_0''=-x_0$, hence $W_1'=(\kappa'+x_0)/(2\kappa)$. Near $a$, $\kappa\approx x_0(a-q)$, and $\phi$ must join the Gaussian $(x_0/\pi)^{1/4}e^{-x_0(q-a)^2/2}$. This sets $W_0(a)=W_1(a)=0$ apart from the normalization, so

$$\phi(0)^2=\sqrt{\frac{x_0}{\pi}}\exp\left[-S+\int_0^a\frac{\kappa'+x_0}{\kappa}dq\right],\qquad \phi'(0)\approx\kappa(0)\phi(0).$$

Add and subtract $1/(a-q)$ in the integral. The part with $\kappa'$ is $\int_0^a[\kappa'/\kappa+1/(a-q)]dq=\ln[x_0a/\kappa(0)]$, whose denominator cancels the factor $\kappa(0)$ in $\Delta$:

$$\Delta_{ad}=2\omega x_0a\sqrt{\frac{x_0}{\pi}}\,e^{A-S},\qquad A=\int_0^{x_0}\left[\frac{x_0}{1-s}-\frac1{x_0-x}\right]dx.$$

*The integral $A$.* Because $1-s^2=x_0^2-x^2$,

$$\frac{x_0}{1-s}=\frac{x_0[2-(1-s)]}{x_0^2-x^2}=\frac1{x_0-x}+\frac1{x_0+x}-\frac{x_0}{1+s}.$$

The singular term cancels, leaving $A=\ln2-x_0\int_0^{x_0}dx/(1+s)$. With $x=r\sinh u$,

$$\int_0^{x_0}\frac{dx}{1+s}=\int_0^U\frac{r\cosh u}{1+r\cosh u}du=U-\int_0^U\frac{du}{1+r\cosh u}.$$

Setting $y=\tanh(u/2)$ turns the last integral into $\int2\,dy/[(1+r)-(1-r)y^2]$. Its upper limit is $\rho=\sqrt{(1-r)/(1+r)}$, so it equals $(2/x_0)\operatorname{artanh}\rho^2=(1/x_0)\ln(1/r)$. Thus $e^A=(2/r)e^{-x_0U}$ and

$$\boxed{\Delta_{ad}=\frac{4\omega g\,x_0^{5/2}}{\sqrt\pi\,r}\,e^{-x_0U-g^2F}} \tag{5}$$

This is the leading result for $g^2\to\infty$ at fixed $r$, which means slow phonons at fixed $E_p$ and $t$. Dividing by (2), with $t=rg^2\omega$,

$$\frac{\Delta_{ad}}{\Delta_{LF}}=\frac{2x_0^{5/2}}{\sqrt\pi\,r^2g}\,e^{-x_0U}\,e^{g^2(1-F)}. \tag{6}$$

For $0<r<1$, equation (4) gives $F<x_0<1$, so for large $g^2$ (2) is exponentially too small. It uses oscillator states displaced as if $t$ were zero. In reality $t$ brings the minima closer and lowers the barrier between them.

Equation (5) cannot be continued to $r\to0$ at fixed $g$. There $e^{-x_0U}\to r/2$ and the prefactor loses its dependence on $t$, although $\Delta$ must vanish with $t$. The electron then no longer follows the oscillator through $q=0$. The prefactors $2\omega g/\sqrt\pi$ and $2t$ are equal at $t/(\omega g)=rg=1/\sqrt\pi$, which roughly marks the change of regime; (5) needs $rg$ well above this. That condition is not sufficient. Equation (5) also assumes that the barrier is large compared with the well quantum, $(E_p-t)^2/(2E_p)\gg\Omega$, that is $g^2(1-r)^2/(2x_0)\gg1$, and this fails as $E_p$ approaches $t$. At $r=0.9$ and $g^2=20$, $rg$ is 4.0 but the barrier is only $0.23\,\Omega$, and the diagonalized splitting is 0.51 of (5).

**Single well, $E_p<t$.** Expanding the square root for small $q$,

$$V\approx-t+\frac{\omega}{2}\left(1-\frac{E_p}{t}\right)q^2,\qquad \Delta\to\omega\sqrt{1-E_p/t}\quad(\omega\ll t). \tag{7}$$

The limit is taken at fixed $E_p/t<1$. Close to $E_p=t$ the quadratic term nearly vanishes and the quartic one matters, so (7) also needs $\omega\ll t(1-E_p/t)^{3/2}$. The lowest odd state is now one vibrational quantum, and nothing tunnels. If $g$ is held fixed while $\omega/t\to0$, then $E_p/t=g^2\omega/t\to0$ and $\Delta\to\omega$. In that case $\Delta/\Delta_{LF}\to(\omega/2t)e^{g^2}\to0$, and Lang-Firsov is too large. The direction of its failure depends on what is held fixed.

### (d) Numbers

**Basis.** Here $g^2=0.6/0.1=6$. The displaced state contains $\alpha^2=g^2/2=3$ phonons on average, so a short basis cuts off part of it. With 5, 10, 15 and 20 phonon states, $\Delta=6.143$, $2.360$, $2.3153$ and $2.3152$ meV. Going from 160 to 320 states changes it by a relative $5\times10^{-14}$.

**Splitting.** Lang-Firsov gives

$$\Delta_{LF}=2(0.2\ \text{eV})e^{-6}=0.99\ \text{meV}\quad(0.24\ \text{THz}),$$

while diagonalization gives $2.32$ meV ($0.56$ THz), larger by a factor 2.34. For (5), $r=1/3$, $x_0=0.943$, $U=1.763$ and $F=0.747$. The prefactor is $1.43$ eV, so

$$\Delta_{ad}=1.43\ \text{eV}\times e^{-1.662}\times e^{-4.482}=3.07\ \text{meV}.$$

This is too large: the diagonalized value is 0.75 of it. Here $rg=0.82$ is above $1/\sqrt\pi=0.56$ but not well above it, so the example lies between the two regimes.

**Changing $\omega$ at fixed $E_p$ and $t$.**

| $\omega$ (eV) | $g^2$ | $\Delta$ (meV) | $\Delta/\Delta_{LF}$ |
|---|---|---|---|
| 2.00 | 0.3 | 294 | 0.993 |
| 0.50 | 1.2 | 115 | 0.956 |
| 0.20 | 3 | 24.4 | 1.23 |
| 0.10 | 6 | 2.32 | 2.34 |
| 0.05 | 12 | 0.0212 | 8.64 |
| 0.03 | 20 | $4.42\times10^{-5}$ | 53.6 |

At 2 eV, equation (3) predicts $1-0.652(0.1)^2=0.9935$, against $0.9934$ from diagonalization. At 0.03 eV the factor $e^{g^2(1-F)}=e^{5.06}$ is about 158, and the rest of (6) reduces it to 59; diagonalization gives 54. The ratio $\Delta/\Delta_{ad}$ rises from 0.75 to 0.86 and 0.91 for $\omega=0.10$, $0.05$ and $0.03$ eV. At $r=0.5$ it is 0.933 for $g^2=20$ and 0.967 for $g^2=40$. The deviation halves as $g^2$ doubles, which supports a correction of order $1/g^2$; extrapolating on that basis gives 1.0007.

**Changing $t/\omega$ at fixed $g^2=2$.** For $t/\omega=0.1$ the ratio $\Delta/\Delta_{LF}$ is 1.0009, as (3) predicts. For $t/\omega=10$ it is 0.33, and for 100 it is 0.037. In the last case $\Delta=0.98995\,\omega$, equal to $\omega\sqrt{1-0.02}$ from (7) to the digits shown, whereas (2) would give $27\,\omega$.

**Beside a real film.** The parameters are rough values for titanium dioxide, with one vibration standing for a whole phonon spectrum. The 2 eV phonon lies far above the vibrations of any oxide and serves to show the fast limit. Raising $t$ by 10% multiplies $\Delta$ by 1.28, raising $E_p$ by 10% at fixed $\omega$ multiplies it by 0.54, and lowering $\omega$ by 10% at fixed $E_p$ and $t$ multiplies it by 0.59. If all three parameters may be off by 20%, $\Delta$ can lie anywhere from about 0.08 to 18 meV. The 2.32 meV therefore belongs to the chosen parameters and is not a prediction for the material.

One assumption that an amorphous film breaks is the equality of the sites. A site-energy difference of 0.05 eV, a rough size for disorder, raises the gap between the two lowest levels from 2.3 to 46 meV and, in the ground state, puts 96% of the electron on the lower site. This is nearly the two-level value $\sqrt{\Delta^2+(0.916\times50\ \text{meV})^2}$, in which 0.916 is the matrix element of $\sigma_z$ between the two lowest states of the symmetric dimer.

At 300 K, $k_BT=25.9$ meV is 11 times $\Delta$, so both members of the lowest pair are almost equally occupied. In the antisymmetric mode, that pair holds 97% of the population for $\omega=0.1$ eV, but 66% for 0.03 eV. In the soft case the next odd-even difference is about 40 times the lowest one, so the ground splitting alone does not describe the motion of a warm electron. The dimer also omits further sites, anharmonicity and phonon damping. Its $\Delta$ measures coherent coupling between two equal sites and is not a mobility. The remaining values are in the numerical output below.

## Computed values

```
Ep = 0.60 eV, t = 0.20 eV, phonon w = 0.10 eV
g^2 = 6.000, r = t/Ep = 0.3333, x0 = 0.9428
U = arcosh(1/r) = 1.7627, F = 0.7469
barrier = 0.1333 eV, well quantum = 0.0943 eV
two-mode check: largest level error = 1.3e-14 w
Basis convergence at w = 0.10 eV:
   5 phonon states: D = 6.143373 meV
  10 phonon states: D = 2.359791 meV
  15 phonon states: D = 2.315253 meV
  20 phonon states: D = 2.315207 meV
  30 phonon states: D = 2.315207 meV
shift 160 -> 320 states: 4.8e-14 (w=0.10), 2.0e-08 (w=0.03)
Fixed Ep and t: w/eV, g^2, D/meV, D_LF/meV, D/D_LF
 2.00   0.30 2.9439e+02 2.9633e+02 0.9934
 1.00   0.60 2.1365e+02 2.1952e+02 0.9732
 0.50   1.20 1.1513e+02 1.2048e+02 0.9556
 0.20   3.00 2.4419e+01 1.9915e+01 1.2262
 0.10   6.00 2.3152e+00 9.9150e-01 2.3351
 0.05  12.00 2.1222e-02 2.4577e-03 8.6350
 0.03  20.00 4.4192e-05 8.2446e-07 53.6006
Double-well law: w/eV, D_ad/meV, D/D_ad
 0.10 3.0733e+00 0.7533
 0.05 2.4587e-02 0.8631
 0.03 4.8375e-05 0.9135
r = 0.5: D/D_ad = 0.9334 (g^2=20), 0.9670 (g^2=40)
 extrapolated to infinite g^2: 1.0007
Fixed g^2 = 2: t/w, D/w, D/D_LF
   0.02 0.005414 1.00004
   0.10 0.027092 1.00091
   0.50 0.137767 1.01797
   1.00 0.279462 1.03248
   2.00 0.512012 0.94582
  10.00 0.895906 0.33099
 100.00 0.989951 0.03657
Fast-phonon coefficient C: -0.6520 (g^2=0.3), 0.0922 (g^2=2), 0.2429 (g^2=6)
Main result: D = 2.3152 meV = 0.5598 THz
Lang-Firsov: 0.9915 meV = 0.2397 THz
Disorder 0.05 eV: gap = 45.740 meV, two-level 45.835 meV
 electron weight on lower site = 0.9633, dipole factor = 0.9155
kT at 300 K = 25.852 meV, kT/D = 11.17
 w = 0.10 eV: lowest-pair population at 300 K = 0.9656
  next odd-even level difference = 1.9681e+01 meV
 w = 0.03 eV: lowest-pair population at 300 K = 0.6561
  next odd-even level difference = 1.8026e-03 meV
D changes by factor 1.277 for t +10%
D changes by factor 0.537 for Ep +10%
```
